**Radiative equilibrium of an ion-heated wafer**

A thin wafer absorbing power \(q\) per area on one face and radiating from both reaches \(T=[T_s^4+q/(2\varepsilon\sigma)]^{1/4}\), where \(T_s\) is the temperature of the surroundings, \(\varepsilon\) the emissivity and \(\sigma\) the Stefan–Boltzmann constant. For 10 W/cm² and \(\varepsilon=0.7\), the output gives 1059 K with \(T_s=0\) and 1061 K with \(T_s=300\) K. The program asserts that the formula agrees with a root search on the numerically integrated Planck spectrum. It also tests the temperature difference through the wafer, the heating time and the final relaxation against a discretized heat equation. Separate numerical solutions test the pulse rise, the cool edge and the effect of a reflecting chamber. The output shows 1260 K when only one face radiates, and 754 K when 10 W/cm² is supply power and each ion releases three secondary electrons. Material and plasma parameters are rough typical values.

## Check in Python

```python
"""Radiative equilibrium of an ion-heated thin wafer.

Result under test: a wafer absorbing q on one face and radiating from both
faces settles at T = (Ts^4 + q/(2 eps sigma))^(1/4), near 1060 K for
q = 10 W/cm2 and eps = 0.7 in cold surroundings.
q: absorbed power per area of one face; eps: total grey emissivity;
Ts: temperature of surroundings; sigma: Stefan-Boltzmann constant.
Internal units are SI. Material and plasma parameters are rough typical
values for hot silicon and nitrogen plasma implantation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, solve_bvp
from scipy.optimize import brentq

sigma = const.Stefan_Boltzmann
kB = const.k

# Inputs
voltage = 20e3                 # V
current = 5.0                  # A/m2, mean ion current density
q = voltage * current          # W/m2
eps = 0.7
Ts = 300.0                     # K
thick = 0.725e-3               # m
radius = 0.100                 # m
cond = 30.0                    # W/(m K), hot silicon
density = 2330.0               # kg/m3
heat_cap = 900.0               # J/(kg K)
rho_c = density * heat_cap
C_area = rho_c * thick
pulse = 50e-6                  # s
duty = 0.10


def equilibrium(power, emissivity, surroundings, faces=2):
    return (surroundings**4 + power / (faces * emissivity * sigma))**0.25


def planck_exitance(T):
    """Black-body exitance by direct integration over frequency."""
    if T == 0:
        return 0.0
    scale = 1e13

    def spectrum(u):
        nu = u * scale
        return (2 * np.pi * const.h * nu**3 / const.c**2
                / np.expm1(const.h * nu / (kB * T)) * scale)

    return quad(spectrum, 0, 45 * kB * T / const.h / scale,
                epsabs=1e-8, epsrel=1e-10, limit=200)[0]


def planck_equilibrium(power, emissivity, surroundings, faces=2):
    incoming = planck_exitance(surroundings)
    return brentq(lambda T: faces * emissivity
                  * (planck_exitance(T) - incoming) - power, 350, 2500)


# Equilibrium from the spectrum against the closed formula
T_cold = equilibrium(q, eps, 0)
T_eq = equilibrium(q, eps, Ts)
T_one = equilibrium(q, eps, 0, faces=1)
for surroundings, faces in [(0, 2), (Ts, 2), (0, 1), (600, 2)]:
    direct = planck_equilibrium(q, eps, surroundings, faces)
    assert abs(direct / equilibrium(q, eps, surroundings, faces) - 1) < 1e-6
T_planck = planck_equilibrium(q, eps, 0)
assert abs(T_planck - 1060) < 5
assert abs(planck_equilibrium(q, eps, 0, 1) - 1060) > 150

# Sensitivities by finite changes in the spectral balance
step = 0.01
slope_q = (planck_equilibrium(q * (1 + step), eps, 0)
           - planck_equilibrium(q * (1 - step), eps, 0)) / (2*step*T_cold)
slope_eps = (planck_equilibrium(q, eps * (1 + step), 0)
             - planck_equilibrium(q, eps * (1 - step), 0)) / (2*step*T_cold)
assert abs(slope_q - 0.25) < 1e-3
assert abs(slope_eps + 0.25) < 1e-3

# Through-thickness heat equation, starting at the surroundings temperature
nodes = 21
dz = thick / (nodes - 1)
volumes = np.full(nodes, dz)
volumes[[0, -1]] *= 0.5


def wafer_rate(t, T):
    flow = cond * (T[:-1] - T[1:]) / dz
    net = np.zeros(nodes)
    net[:-1] -= flow
    net[1:] += flow
    net[0] += q - eps * sigma * (T[0]**4 - Ts**4)
    net[-1] -= eps * sigma * (T[-1]**4 - Ts**4)
    return net / (rho_c * volumes)


early_time = 5.0
wafer = solve_ivp(wafer_rate, (0, 100), np.full(nodes, Ts), method="BDF",
                  t_eval=[early_time, 100], rtol=1e-8, atol=1e-6)
assert wafer.success
mean_T = volumes @ wafer.y / thick
drops = wafer.y[0] - wafer.y[-1]
drop_formula = q * thick / (2 * cond)
assert np.all(np.abs(drops / drop_formula - 1) < 0.01)
assert abs(mean_T[-1] - T_eq) < 0.05


def heating_time(T_end):
    def primitive(x):
        return 0.5 * (np.arctanh(x) + np.arctan(x))
    return (C_area / (2 * eps * sigma * T_eq**3)
            * (primitive(T_end / T_eq) - primitive(Ts / T_eq)))


assert abs(heating_time(mean_T[0]) / early_time - 1) < 2e-3
time_99 = heating_time(0.99 * T_eq)
relax = C_area / (8 * eps * sigma * T_eq**3)
# Late decay rate from the wafer equation itself, 1 K below equilibrium
late = solve_ivp(wafer_rate, (0, 2 * relax), wafer.y[:, -1] - 1,
                 method="BDF", t_eval=[relax, 2 * relax],
                 rtol=1e-10, atol=1e-9)
gaps = mean_T[-1] - volumes @ late.y / thick
assert late.success
assert abs(np.log(gaps[0] / gaps[1]) - 1) < 0.01


# Heating with silicon's rough loss of opacity at lower temperature
def variable_emissivity(T):
    return np.interp(T, [500, 900], [0.2, eps])


def variable_rate(t, y):
    return [(q - 2 * variable_emissivity(y[0]) * sigma
             * (y[0]**4 - Ts**4)) / C_area]


def reached(t, y):
    return y[0] - 0.99 * T_eq


reached.terminal = True
variable = solve_ivp(variable_rate, (0, 100), [Ts], events=reached,
                     max_step=0.1, rtol=1e-7)
assert len(variable.t_events[0]) == 1
time_variable = variable.t_events[0][0]
assert time_variable < time_99

# Surface rise during one pulse, by modes of a discretized diffusion problem
q_peak = q / duty
pulse_rise = 2 * q_peak * np.sqrt(pulse / (np.pi * cond * rho_c))
cells = 400
width = 0.75e-6
laplace = 2 * np.eye(cells) - np.eye(cells, k=1) - np.eye(cells, k=-1)
laplace[0, 0] = laplace[-1, -1] = 1
rates, modes = np.linalg.eigh(laplace * cond / (rho_c * width**2))
rates = np.maximum(rates, 1e-3)   # rounding guard for the uniform mode
amplitudes = modes[0] * q_peak / (rho_c * width)
first_cell = modes[0] @ (amplitudes * -np.expm1(-rates * pulse) / rates)
surface_rise = first_cell + q_peak * width / (2 * cond)
assert abs(surface_rise / pulse_rise - 1) < 0.01
heat_depth = np.sqrt(cond * pulse / rho_c)
assert heat_depth < 0.1 * thick

# Cool rim: nonlinear radial equation against the linear edge estimate
edge_length = np.sqrt(cond * thick / (8 * eps * sigma * T_eq**3))
edge_drop = q * edge_length / (2 * cond)


def radial(r, y):
    source = 2*eps*sigma*(y[0]**4 - T_eq**4) / (cond * thick)
    return np.vstack((y[1], source - y[1] / r))


def radial_ends(inner, outer):
    rim_loss = eps * sigma * (outer[0]**4 - Ts**4)
    return np.array([inner[1], outer[1] + rim_loss / cond])


r_grid = np.linspace(radius / 2, radius, 201)
guess = np.vstack((T_eq - edge_drop * np.exp((r_grid-radius)/edge_length),
                   -edge_drop / edge_length
                   * np.exp((r_grid - radius) / edge_length)))
rim = solve_bvp(radial, radial_ends, r_grid, guess, tol=1e-6,
                max_nodes=20000)
assert rim.success
rim_drop = T_eq - rim.sol(radius)[0]
# Curvature and reduced rim emission are each corrections of a few percent.
assert abs(edge_drop / rim_drop - 1) < 0.08

# Reflecting enclosure: radiosity solution against effective emissivity
chamber_area = 1.0             # m2
eps_chamber = 0.3
area_ratio = 2 * np.pi * radius**2 / chamber_area


def effective_emissivity(ratio, wall_eps):
    return 1 / (1 / eps + ratio * (1 / wall_eps - 1))


def radiosity_loss(T, ratio, wall_eps):
    matrix = np.array([[1, -(1 - eps)],
                       [-(1 - wall_eps) * ratio,
                        1 - (1 - wall_eps) * (1 - ratio)]])
    source = sigma * np.array([eps * T**4, wall_eps * Ts**4])
    leaving = np.linalg.solve(matrix, source)
    return leaving[0] - leaving[1]


for ratio, wall_eps in [(area_ratio, eps_chamber), (0.8, 0.15)]:
    T_test = equilibrium(q, effective_emissivity(ratio, wall_eps), Ts)
    assert abs(2*radiosity_loss(T_test, ratio, wall_eps) / q - 1) < 1e-9
eps_eff = effective_emissivity(area_ratio, eps_chamber)
T_chamber = equilibrium(q, eps_eff, Ts)

# Free-molecular gas cooling; full accommodation gives an upper estimate
pressure_torr = 1e-3
pressure = pressure_torr * const.torr
gas_mass = 28 * const.atomic_mass
arrival = pressure / np.sqrt(2 * np.pi * gas_mass * kB * Ts)
top = quad(lambda u: u**5 * np.exp(-u*u), 0, np.inf)[0]
bottom = quad(lambda u: u**3 * np.exp(-u*u), 0, np.inf)[0]
assert abs(top / bottom - 2) < 1e-8
# Two kT of translation and one kT of rotation; vibration is left out.
gas_loss = 2 * arrival * 3 * kB * (T_eq - Ts)

# Energy losses at the surface and heating by the plasma between pulses
reflected_fraction = 0.01
sputter_yield = 1.0
sputter_energy = 15.0          # eV removed per sputtered atom
reflected_loss = reflected_fraction * q
sputter_loss = current * sputter_yield * sputter_energy
bath_energy = 40.0             # eV delivered per low-energy ion
bath_heat = current / duty * (1 - duty) * bath_energy
net_power = q + bath_heat - gas_loss - reflected_loss - sputter_loss
rim_factor = 1 + thick / radius
T_combined = equilibrium(net_power / rim_factor, eps_eff, Ts)

# Supply power includes the departing secondary-electron current
secondary_yield = 3.0
T_supply = equilibrium(q / (1 + secondary_yield), eps, Ts)
ion_rate = current / const.e
atom_density = density / (28.085 * const.atomic_mass)
erosion_rate = ion_rate * sputter_yield / atom_density


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Ion accelerating voltage", voltage / 1e3, "kV", 1)
show("Mean ion current density", current / 10, "mA/cm2")
show("Absorbed ion power", q / 1e4, "W/cm2")
show("Wafer emissivity", eps, "(dimensionless)")
print(f"Stefan-Boltzmann constant: {sigma*1e-4:.6e} W/(cm2 K4)")
show("Equilibrium, two faces, Ts=0", T_cold, "K")
show("Same equilibrium, Celsius", T_cold - const.zero_Celsius, "C")
show("Same, from Planck integral", T_planck, "K")
show("Surroundings temperature", Ts, "K", 1)
show("Equilibrium with these surroundings", T_eq, "K")
show("Equilibrium, one radiating face, Ts=0", T_one, "K")
show("Equilibrium with 600 K surroundings", equilibrium(q, eps, 600), "K")
show("Equilibrium at emissivity 0.6, Ts=0", equilibrium(q, 0.6, 0), "K")
show("Equilibrium at emissivity 0.8, Ts=0", equilibrium(q, 0.8, 0), "K")
show("Numerical dlnT/dlnq", slope_q, "(dimensionless)", 4)
show("Numerical dlnT/dln(emissivity)", slope_eps, "(dimensionless)", 4)
show("Wafer thickness", thick * 1e3, "mm", 3)
show("Wafer radius", radius * 1e3, "mm", 1)
show("Thermal conductivity", cond, "W/(m K)", 1)
show("Mass density", density, "kg/m3", 0)
show("Specific heat", heat_cap, "J/(kg K)", 0)
show("Front-back difference, formula", drop_formula, "K", 3)
show("Front-back difference, heat equation", drops[-1], "K", 3)
show("Mean temperature after 5 s", mean_T[0], "K")
show("Final relaxation time", relax, "s")
show("Time from 300 K to 99% of equilibrium", time_99, "s")
show("Same time, variable emissivity 0.2-0.7", time_variable, "s")
show("Pulse length", pulse * 1e6, "us", 1)
show("Pulse duty", duty * 100, "%", 1)
show("Power during pulse", q_peak / 1e4, "W/cm2", 1)
show("Pulse surface rise, formula", pulse_rise, "K", 3)
show("Pulse surface rise, diffusion", surface_rise, "K", 3)
show("Pulse heat diffusion depth", heat_depth * 1e6, "um", 1)
show("Cool-edge decay length", edge_length * 1e3, "mm")
show("Edge drop, linear estimate", edge_drop, "K")
show("Edge drop, radial equation", rim_drop, "K")
show("Chamber area", chamber_area, "m2")
show("Chamber emissivity", eps_chamber, "(dimensionless)")
show("Effective wafer emissivity", eps_eff, "(dimensionless)", 4)
show("Equilibrium in reflecting chamber", T_chamber, "K")
show("Nitrogen pressure", pressure_torr * 1e3, "mTorr")
show("Gas cooling, both faces", gas_loss / 1e4, "W/cm2", 4)
show("Reflected ion energy fraction", reflected_fraction*100, "%", 1)
show("Reflected ion power", reflected_loss / 1e4, "W/cm2", 4)
show("Sputter yield", sputter_yield, "atoms/ion", 1)
show("Energy removed per sputtered atom", sputter_energy, "eV", 1)
show("Sputtered power", sputter_loss / 1e4, "W/cm2", 4)
show("Low-energy plasma energy per ion", bath_energy, "eV", 1)
show("Plasma heating between pulses", bath_heat / 1e4, "W/cm2", 4)
show("Combined estimate, mean wafer", T_combined, "K")
show("Secondary electrons per ion", secondary_yield, "(dimensionless)", 1)
show("Equilibrium if 10 W/cm2 is supply power", T_supply, "K")
print(f"Ion arrival rate: {ion_rate/1e4:.3e} ions/(cm2 s)")
print(f"Ion dose in 60 s: {ion_rate*60/1e4:.3e} ions/cm2")
show("Sputter erosion rate", erosion_rate * 1e9, "nm/s", 3)
print("no test failed")
```

It prints:

```
Ion accelerating voltage: 20.0 kV
Mean ion current density: 0.50 mA/cm2
Absorbed ion power: 10.00 W/cm2
Wafer emissivity: 0.70 (dimensionless)
Stefan-Boltzmann constant: 5.670374e-12 W/(cm2 K4)
Equilibrium, two faces, Ts=0: 1059.41 K
Same equilibrium, Celsius: 786.26 C
Same, from Planck integral: 1059.41 K
Surroundings temperature: 300.0 K
Equilibrium with these surroundings: 1061.11 K
Equilibrium, one radiating face, Ts=0: 1259.86 K
Equilibrium with 600 K surroundings: 1085.67 K
Equilibrium at emissivity 0.6, Ts=0: 1101.04 K
Equilibrium at emissivity 0.8, Ts=0: 1024.63 K
Numerical dlnT/dlnq: 0.2500 (dimensionless)
Numerical dlnT/dln(emissivity): -0.2500 (dimensionless)
Wafer thickness: 0.725 mm
Wafer radius: 100.0 mm
Thermal conductivity: 30.0 W/(m K)
Mass density: 2330 kg/m3
Specific heat: 900 J/(kg K)
Front-back difference, formula: 1.208 K
Front-back difference, heat equation: 1.206 K
Mean temperature after 5 s: 616.36 K
Final relaxation time: 4.01 s
Time from 300 K to 99% of equilibrium: 22.93 s
Same time, variable emissivity 0.2-0.7: 22.42 s
Pulse length: 50.0 us
Pulse duty: 10.0 %
Power during pulse: 100.0 W/cm2
Pulse surface rise, formula: 1.006 K
Pulse surface rise, diffusion: 1.006 K
Pulse heat diffusion depth: 26.7 um
Cool-edge decay length: 7.57 mm
Edge drop, linear estimate: 12.62 K
Edge drop, radial equation: 12.59 K
Chamber area: 1.00 m2
Chamber emissivity: 0.30 (dimensionless)
Effective wafer emissivity: 0.6348 (dimensionless)
Equilibrium in reflecting chamber: 1087.18 K
Nitrogen pressure: 1.00 mTorr
Gas cooling, both faces: 0.0242 W/cm2
Reflected ion energy fraction: 1.0 %
Reflected ion power: 0.1000 W/cm2
Sputter yield: 1.0 atoms/ion
Energy removed per sputtered atom: 15.0 eV
Sputtered power: 0.0075 W/cm2
Low-energy plasma energy per ion: 40.0 eV
Plasma heating between pulses: 0.1800 W/cm2
Combined estimate, mean wafer: 1086.54 K
Secondary electrons per ion: 3.0 (dimensionless)
Equilibrium if 10 W/cm2 is supply power: 753.89 K
Ion arrival rate: 3.121e+15 ions/(cm2 s)
Ion dose in 60 s: 1.872e+17 ions/cm2
Sputter erosion rate: 0.625 nm/s
no test failed
```
